# Small-angle scattering and the low-temperature phonon resistivity of metals: test program

```python
"""
Low-temperature phonon resistivity of a metal with a spherical Fermi surface.
Result under test: resistivity ~ T^5 = (collision rate ~ T^3)
                                     * (mean 1-cos(angle) per collision ~ T^2).
Hartree atomic units, k_B = 1.
  k_f, v_f     Fermi wave vector and velocity (electron mass 1)
  sound        sound speed, phonon frequency = sound * q, q <= q_debye
  deform       deformation potential; squared coupling deform^2 q/(2 rho sound V)
  theta        Debye temperature (as an energy), T temperature (as an energy)
An excess in one electron state hops with the rates of the linearized
Boltzmann equation; phonons are in equilibrium and only normal processes act.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import expit, zeta

k_f, ion_mass, sound, deform = 0.7, 1.0e5, 0.0013, 0.15
v_f = k_f
density = k_f**3 / (3 * np.pi**2)
q_debye = (6 * np.pi**2 * density) ** (1 / 3)   # one electron per atom
theta = sound * q_debye
rho = ion_mass * density
prefactor = deform**2 / (4 * np.pi * rho * sound * v_f)

hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
kelvin = hartree / sc.k
per_second = hartree / sc.hbar
ohm_metre = sc.hbar * bohr / sc.e**2


# ---------- energy-averaged formulas with the Debye cutoff ----------
def thermal_integral(power, T):
    """Integral of 2 x^power e^x/(e^x-1)^2 from 0 to theta/T."""
    return quad(lambda x: x**power / (2 * np.sinh(x / 2) ** 2),
                0, min(theta / T, 100.0), limit=200)[0]


def collision_rate(T):
    return prefactor * (T / sound) ** 3 * thermal_integral(3, T)


def angle_factor(T):
    ratio = thermal_integral(5, T) / thermal_integral(3, T)
    return (T / (sound * k_f)) ** 2 / 2 * ratio


def transport_rate(T):
    return collision_rate(T) * angle_factor(T)


def local_exponent(function, T):
    step = 0.01
    return np.log(function(T * np.exp(step)) / function(T * np.exp(-step))) / (2 * step)


# ---------- direct golden-rule integral over phonon wave vectors ----------
def direct_golden_rule(T):
    """Rate and mean 1-cos(angle) for an excess at the Fermi energy."""
    count = 400
    q_max = min(30 * T / sound, q_debye)
    q = ((np.arange(count) + 0.5) * q_max / count)[:, None]
    mu = np.linspace(-1, 1, 4001)[None, :]
    omega = sound * q
    bose = 1 / np.expm1(omega / T)
    k_new = np.sqrt(k_f**2 + q**2 + 2 * k_f * q * mu)
    loss = 1 - (k_f + q * mu) / k_new
    width = 0.005 * k_f * q
    energy_change = k_f * q * mu + q**2 / 2
    absorb = bose + expit(-omega / T)
    emit = bose + 1 - expit(omega / T)
    weight = 0
    for sign, occupation in ((1, absorb), (-1, emit)):
        delta = np.exp(-0.5 * ((energy_change - sign * omega) / width) ** 2)
        weight = weight + occupation * delta / (np.sqrt(2 * np.pi) * width)
    coupling = deform**2 * q / (2 * rho * sound)
    cell = (q_max / count) * (mu[0, 1] - mu[0, 0])
    weight = weight * 2 * np.pi * coupling * 2 * np.pi * q**2 / (2 * np.pi) ** 3 * cell
    return weight.sum(), (weight * loss).sum() / weight.sum()


# ---------- linearized Boltzmann equation on an energy grid ----------
x_grid = np.linspace(-20, 20, 201)              # (energy - Fermi energy)/T
spacing = x_grid[1] - x_grid[0]
stationary = expit(x_grid) * expit(-x_grid)
stationary /= stationary.sum()


def hopping_table(T):
    """Hopping rates between energies and 1-cos(angle) of each hop."""
    difference = x_grid[None, :] - x_grid[:, None]
    u = np.abs(difference)
    bose = 1 / np.expm1(np.where(u > spacing / 2, u, 1.0))
    final = x_grid[None, :]
    occupation = bose + np.where(difference > 0, expit(-final), expit(final))
    cutoff = theta / T
    edge = np.where(u < cutoff - spacing / 2, 1.0,
                    np.where(u < cutoff + spacing / 2, 0.5, 0.0))
    rates = prefactor * (T / sound) ** 3 * spacing * u**2 * occupation * edge
    loss = np.where(edge > 0, (u * T / (sound * k_f)) ** 2 / 2, 0.0)
    return rates, loss


def boltzmann_solution(T):
    """Transport rate from the full solution, and its energy average."""
    rates, loss = hopping_table(T)
    flux = stationary[:, None] * rates
    assert np.allclose(flux, flux.T, rtol=1e-6, atol=0)     # detailed balance
    matrix = np.diag(rates.sum(axis=1)) - rates * (1 - loss)
    lifetime = stationary @ np.linalg.solve(matrix, np.ones(len(x_grid)))
    return 1 / lifetime, (flux * loss).sum()


# ---------- random walk of the excess over the Fermi sphere ----------
rng = np.random.default_rng(12345)
walkers = 20000


def simulate(T, duration, isotropic=False):
    """Collisions per time, decay rates of the 1st and 2nd Legendre polynomials."""
    rates, loss_table = hopping_table(T)
    total = rates.sum(axis=1)
    size = len(x_grid)
    cumulative = np.cumsum(rates, axis=1) / total[:, None]
    cumulative[:, -1] = 1.0
    flat = (cumulative + np.arange(size)[:, None]).ravel()
    level = rng.choice(size, size=walkers, p=stationary)
    z = np.ones(walkers)                        # cosine with initial direction
    clock = rng.exponential(size=walkers) / total[level]
    active = np.flatnonzero(clock < duration)
    collisions = 0
    while active.size:
        collisions += active.size
        old = level[active]
        new = np.searchsorted(flat, old + rng.random(active.size), side="right")
        new = np.clip(new - old * size, 0, size - 1)
        if isotropic:
            loss = 2 * rng.random(active.size)
        else:
            loss = loss_table[old, new]
        sine = np.sqrt(loss * (2 - loss))
        azimuth = 2 * np.pi * rng.random(active.size)
        z_old = z[active]
        z_new = z_old * (1 - loss) + np.sqrt(np.maximum(1 - z_old**2, 0)) * sine * np.cos(azimuth)
        z[active] = np.clip(z_new, -1, 1)
        level[active] = new
        clock[active] += rng.exponential(size=active.size) / total[new]
        active = active[clock[active] < duration]
    first = z.mean()
    second = (1.5 * z**2 - 0.5).mean()
    second_rate = -np.log(second) / duration if second > 0 else np.nan
    return collisions / walkers / duration, -np.log(first) / duration, second_rate


print("MODEL METAL (atomic units unless stated)")
print(f"Fermi wave vector {k_f}, ion mass {ion_mass:.0f}")
print(f"sound speed {sound}, deformation potential {deform}")
print(f"electron density {density:.6f}, Debye wave vector {q_debye:.5f}")
print(f"sound speed / Fermi velocity {sound / v_f:.5f}")
print(f"rate prefactor A {prefactor:.5e}")
print(f"Debye temperature {theta:.5e} hartree = {theta * kelvin:.1f} K")

# closed low-temperature coefficients against quadrature
cold = theta / 80
coef_rate, coef_transport = 12 * zeta(3), 240 * zeta(5)
assert abs(thermal_integral(3, cold) / coef_rate - 1) < 1e-6
assert abs(thermal_integral(5, cold) / coef_transport - 1) < 1e-6
print(f"12 zeta(3) = {coef_rate:.4f}, 20 zeta(5)/zeta(3) = {coef_transport / coef_rate:.4f}")

# direct integral at the Fermi energy against the closed formulas
print("DIRECT INTEGRAL AT THE FERMI ENERGY")
direct = []
for divisor in (80, 40):
    T = theta / divisor
    rate, loss = direct_golden_rule(T)
    formula_rate = prefactor * (T / sound) ** 3 * 7 * zeta(3)
    formula_loss = (T / (sound * k_f)) ** 2 / 2 * 93 * zeta(5) / (7 * zeta(3))
    # finite delta width and grid leave errors of order 1e-3
    assert abs(rate / formula_rate - 1) < 3e-3
    assert abs(loss / formula_loss - 1) < 3e-3
    direct.append((rate, loss))
    print(f"T=Theta/{divisor}: rate {rate:.4e} (formula {formula_rate:.4e}),"
          f" 1-cos {loss:.5f} (formula {formula_loss:.5f})")
power_rate = np.log2(direct[1][0] / direct[0][0])
power_loss = np.log2(direct[1][1] / direct[0][1])
assert abs(power_rate - 3) < 0.01 and abs(power_loss - 2) < 0.01
print(f"powers of T: rate {power_rate:.3f}, 1-cos {power_loss:.3f}")

# full Boltzmann solution against the energy-averaged rate
print("FULL BOLTZMANN SOLUTION / AVERAGED RATE")
deficits = []
for divisor in (80, 40, 20, 10):
    T = theta / divisor
    full, averaged = boltzmann_solution(T)
    assert abs(averaged / transport_rate(T) - 1) < 5e-3     # energy-grid error
    assert full <= averaged * (1 + 1e-9)
    deficits.append(1 - full / averaged)
    print(f"T=Theta/{divisor}: {full / averaged:.4f}")
assert deficits[0] < 0.01
assert all(a < b for a, b in zip(deficits, deficits[1:]))

# simulation
print(f"SIMULATION, {walkers} walkers")
divisors = (80, 40, 20)
measured, control = [], []
for divisor in divisors:
    T = theta / divisor
    hits, decay, decay_second = simulate(T, 0.7 / transport_rate(T))
    # statistical error of the decay rate is about one percent
    assert abs(decay / boltzmann_solution(T)[0] - 1) < 0.04
    assert abs(hits / collision_rate(T) - 1) < 0.03
    measured.append((hits, decay / hits, decay, decay_second / decay))
    control.append(simulate(T, 0.7 / collision_rate(T), isotropic=True)[1])
    print(f"T=Theta/{divisor}: collisions/time {hits:.3e}, loss/collision {decay / hits:.5f}")
    print(f"   direction decay {decay:.3e} (formula {transport_rate(T):.3e}),"
          f" control {control[-1]:.3e}")
measured = np.array(measured)
log_t = -np.log(np.array(divisors))
slopes = [np.polyfit(log_t, np.log(measured[:, i]), 1)[0] for i in range(3)]
control_slope = np.polyfit(log_t, np.log(control), 1)[0]
# noise and the approach to the low-temperature limit allow 0.1
assert abs(slopes[0] - 3) < 0.1
assert abs(slopes[1] - 2) < 0.1
assert abs(slopes[2] - 5) < 0.1
assert abs(control_slope - 3) < 0.1
assert abs(measured[0, 3] - 3) < 0.2
print(f"fitted powers: collisions {slopes[0]:.2f}, loss {slopes[1]:.2f}, decay {slopes[2]:.2f}")
print(f"fitted power of control (all directions equally likely): {control_slope:.2f}")
print(f"2nd/1st Legendre decay ratio at Theta/80: {measured[0, 3]:.2f}")

# crossover table
print("AVERAGED FORMULAS WITH DEBYE CUTOFF")
print("T/Theta | rate | 1-cos | resistivity (ohm m) | powers: rate, 1-cos, product")
for fraction in (1 / 80, 1 / 40, 1 / 20, 1 / 10, 1 / 5, 1, 5):
    T = fraction * theta
    powers = [local_exponent(g, T) for g in (collision_rate, angle_factor, transport_rate)]
    resistivity = transport_rate(T) / density * ohm_metre
    print(f"{fraction:.4f} | {collision_rate(T):.3e} | {angle_factor(T):.5f} |"
          f" {resistivity:.3e} | {powers[0]:.2f}, {powers[1]:.2f}, {powers[2]:.2f}")
hot = 5 * theta
saturated = q_debye**2 / (4 * k_f**2)
assert abs(angle_factor(hot) / saturated - 1) < 0.01
assert abs(local_exponent(transport_rate, hot) - 1) < 0.01
print(f"saturated 1-cos at high T: {saturated:.4f}")

# worked temperature
T = theta / 40
closed_rate = prefactor * (T / sound) ** 3 * coef_rate
closed_loss = (T / (sound * k_f)) ** 2 / 2 * coef_transport / coef_rate
closed_resistivity = closed_rate * closed_loss / density
assert abs(closed_resistivity * density / boltzmann_solution(T)[0] - 1) < 0.03
print("WORKED CASE T = Theta/40")
print(f"temperature {T:.4e} hartree = {T * kelvin:.2f} K")
print(f"thermal phonon wave vector T/c {T / sound:.5f}")
print(f"collision rate {closed_rate:.4e} = {closed_rate * per_second:.3e} 1/s")
print(f"mean 1-cos {closed_loss:.5f}, collisions to lose direction {1 / closed_loss:.1f}")
print(f"rms angle (small-angle) {np.degrees(np.sqrt(2 * closed_loss)):.2f} degrees")
print(f"transport rate {closed_rate * closed_loss:.4e}")
print(f"resistivity {closed_resistivity:.4e} = {closed_resistivity * ohm_metre:.3e} ohm m")

print("every check passed")
```

Output:

```
MODEL METAL (atomic units unless stated)
Fermi wave vector 0.7, ion mass 100000
sound speed 0.0013, deformation potential 0.15
electron density 0.011584, Debye wave vector 0.88194
sound speed / Fermi velocity 0.00186
rate prefactor A 1.69847e-03
Debye temperature 1.14653e-03 hartree = 362.0 K
12 zeta(3) = 14.4247, 20 zeta(5)/zeta(3) = 17.2526
DIRECT INTEGRAL AT THE FERMI ENERGY
T=Theta/80: rate 1.9150e-08 (formula 1.9149e-08), 1-cos 0.00142 (formula 0.00142)
T=Theta/40: rate 1.5320e-07 (formula 1.5319e-07), 1-cos 0.00568 (formula 0.00569)
powers of T: rate 3.000, 1-cos 2.000
FULL BOLTZMANN SOLUTION / AVERAGED RATE
T=Theta/80: 0.9981
T=Theta/40: 0.9926
T=Theta/20: 0.9706
T=Theta/10: 0.9078
SIMULATION, 20000 walkers
T=Theta/80: collisions/time 3.282e-08, loss/collision 0.00210
   direction decay 6.877e-11 (formula 7.023e-11), control 2.793e-08
T=Theta/40: collisions/time 2.623e-07, loss/collision 0.00848
   direction decay 2.225e-09 (formula 2.247e-09), control 2.208e-07
T=Theta/20: collisions/time 2.097e-06, loss/collision 0.03322
   direction decay 6.965e-08 (formula 7.191e-08), control 1.788e-06
fitted powers: collisions 3.00, loss 1.99, decay 4.99
fitted power of control (all directions equally likely): 3.00
2nd/1st Legendre decay ratio at Theta/80: 2.96
AVERAGED FORMULAS WITH DEBYE CUTOFF
T/Theta | rate | 1-cos | resistivity (ohm m) | powers: rate, 1-cos, product
0.0125 | 3.283e-08 | 0.00214 | 1.318e-15 | 3.00, 2.00, 5.00
0.0250 | 2.626e-07 | 0.00856 | 4.218e-14 | 3.00, 2.00, 5.00
0.0500 | 2.101e-06 | 0.03423 | 1.350e-12 | 3.00, 2.00, 5.00
0.1000 | 1.666e-05 | 0.12919 | 4.040e-11 | 2.94, 1.67, 4.61
0.2000 | 1.047e-04 | 0.28423 | 5.583e-10 | 2.24, 0.64, 2.88
1.0000 | 1.118e-03 | 0.39138 | 8.213e-09 | 1.08, 0.03, 1.11
5.0000 | 5.816e-03 | 0.39663 | 4.329e-08 | 1.00, 0.00, 1.00
saturated 1-cos at high T: 0.3969
WORKED CASE T = Theta/40
temperature 2.8663e-05 hartree = 9.05 K
thermal phonon wave vector T/c 0.02205
collision rate 2.6261e-07 = 1.086e+10 1/s
mean 1-cos 0.00856, collisions to lose direction 116.8
rms angle (small-angle) 7.50 degrees
transport rate 2.2475e-09
resistivity 1.9401e-07 = 4.218e-14 ohm m
every check passed
```
